# Coulomb pseudopotentials beside a metal gate at large relative angular momentum: verification in Python

```python
"""
Result under test: for two lowest-Landau-level electrons near ONE metal gate,
    V_m -> d^2 / (4 m^(3/2))   at large relative angular momentum m,
instead of 1/(2 sqrt(m)) without a gate.
Units: length l = sqrt(hbar/(e B)), energy E_C = e^2/(4 pi eps0 kappa l).
d: gate distance, rescaled by sqrt(eps_par/eps_perp) in a uniaxial dielectric;
kappa = sqrt(eps_par*eps_perp); q: wave number;
W(q): Fourier transform of the pair interaction divided by 2 pi.
The example is graphene in hBN with a graphite gate (rough typical inputs).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import eval_laguerre, gammaln
from mpmath import zeta

# ---------- inputs of the example ----------
B = 10.0                 # T
d_nm, top_nm = 6.0, 60.0  # hBN below (to the gate) and above the graphene
eps_par, eps_perp = 6.9, 3.5
velocity = 1.0e6         # m/s, Dirac velocity
filling = 1.0 / 3.0
temperature = 0.3        # K
penetration_nm = 0.3     # extra hBN-equivalent distance inside graphite
breakdown = 5.0          # MV/cm, rough
barrier_eV, barrier_mass = 2.5, 0.5  # rough tunnel barrier of hBN

e, hbar, eps0 = const.e, const.hbar, const.epsilon_0
kappa = np.sqrt(eps_par * eps_perp)
stretch = np.sqrt(eps_par / eps_perp)
l_nm = np.sqrt(hbar / (e * B)) * 1e9
d = d_nm * stretch / l_nm
top = top_nm * stretch / l_nm
E_C = e / (4 * np.pi * eps0 * kappa * l_nm * 1e-9) * 1e3   # meV

# ---------- pseudopotentials from the wave-number integral ----------
nodes, weights = np.polynomial.legendre.leggauss(900)
q = 4.5 * (nodes + 1)
wq = 4.5 * weights


def up_thick(k, t):
    return k


def up_gate(k, t):
    return k / np.tanh(k * t)


def up_vacuum(k, t):
    th = np.tanh(k * t)
    return k * (1 + kappa * th) / (kappa + th)


def W(k, dist, up=up_thick, t=1.0):
    return 2 / (k / np.tanh(k * dist) + up(k, t))


def pseudo(m, Wq):
    return np.sum(wq * q * Wq * eval_laguerre(int(m), q**2) * np.exp(-q**2))


def law(m, dist):
    return dist**2 / (4 * m**1.5)


W_gate = W(q, d)
W_free = 1 / q

# ---------- test: electrostatics of the layered stack ----------


def sheet_potential_fd(k, hbn_top, vacuum_top, h=0.02):
    """Finite-difference potential at a unit sheet charge; k in 1/nm."""
    n_down = round(d_nm / h)
    n_hbn = round(hbn_top / h)
    n_vac = round(vacuum_top / h)
    n_in = n_down + n_hbn
    perp = np.r_[np.full(n_in, eps_perp), np.ones(n_vac)]
    par = np.r_[np.full(n_in, eps_par), np.ones(n_vac)]
    size = len(perp) - 1
    band = np.zeros((3, size))
    band[1] = (perp[:-1] + perp[1:]) / h + h * k**2 * (par[:-1] + par[1:]) / 2
    band[0, 1:] = -perp[1:-1] / h
    band[2, :-1] = -perp[1:-1] / h
    source = np.zeros(size)
    source[n_down - 1] = 1.0
    return solve_banded((1, 1), band, source)[n_down - 1]


for k_nm in (0.02, 0.1):
    k = k_nm * l_nm
    cases = [(up_thick, 12 / (k_nm * stretch), 0.0),
             (up_gate, top_nm, 0.0),
             (up_vacuum, top_nm, 12 / k_nm)]
    for up, hbn, vac in cases:
        numeric = 2 * kappa * sheet_potential_fd(k_nm, hbn, vac) / l_nm
        assert abs(numeric / W(k, d, up, top) - 1) < 1e-3
    image_form = (1 - np.exp(-2 * k * d)) / k
    assert abs(W(k, d) / image_form - 1) < 1e-12

# ---------- test: V_m from diagonalizing the two-electron problem ----------
h_r = 0.004
r = h_r * np.arange(1, 6001)
V_r = 1 / r - 1 / np.sqrt(r**2 + 4 * d**2)
for m in (3, 9, 15):
    diagonal = 2 / h_r**2 + (m**2 - 0.25) / r**2 + r**2 / 16
    off = np.full(len(r) - 1, -1 / h_r**2)
    energy, state = eigh_tridiagonal(diagonal, off, select='i',
                                     select_range=(0, 0))
    density = state[:, 0]**2 / np.sum(state[:, 0]**2)
    assert abs(energy[0] - (m + 1) / 2) < 1e-3
    assert abs(np.sum(density * r**2) / (4 * (m + 1)) - 1) < 1e-3
    assert abs(np.sum(density * V_r) / pseudo(m, W_gate) - 1) < 1e-3
    assert abs(np.sum(density / r) / pseudo(m, W_free) - 1) < 1e-3

# ---------- test: ungated closed form, and bounds with the gate ----------
for m in range(2, 61):
    free = 0.5 * np.exp(gammaln(m + 0.5) - gammaln(m + 1))
    assert abs(pseudo(m, W_free) / free - 1) < 1e-9
    for dist in (0.3, d, 3.0):
        A = dist**2 / 4 * np.exp(gammaln(m - 0.5) - gammaln(m + 1))
        value = pseudo(m, W(q, dist))
        lower = A * (1 - 0.75 * dist**2 / (m - 1.5))
        assert lower - 1e-11 < value < A + 1e-11

# ---------- test: exponents and first correction ----------
slope_gate = np.log(pseudo(400, W_gate) / pseudo(800, W_gate)) / np.log(2)
slope_free = np.log(pseudo(400, W_free) / pseudo(800, W_free)) / np.log(2)
assert abs(slope_gate - 1.5) < 0.01 and abs(slope_free - 0.5) < 0.01
first_corr = 3 / 8 - 3 * d**2 / 4
for dist in (0.5, d, 1.5):
    measured = 400 * (pseudo(400, W(q, dist)) / law(400, dist) - 1)
    assert abs(measured - (3 / 8 - 3 * dist**2 / 4)) < 0.05

# ---------- test: other surroundings change the tail ----------
thin = 1.0 * stretch / l_nm
ratio_vac = pseudo(400, W(q, d, up_vacuum, thin)) / pseudo(400, W_gate)
assert abs(ratio_vac * kappa - 1) < 0.05
ratio_two = pseudo(400, W(q, d, up_gate, d)) / pseudo(400, W_gate)
assert abs(ratio_two) < 1e-6

# ---------- test: polarizability of the filled Dirac sea ----------
N = 150
H = np.zeros((2 * N - 1, 2 * N - 1))
X = np.zeros_like(H)
for n in range(1, N):            # upper component n-1, lower component n
    H[n - 1, N - 1 + n] = H[N - 1 + n, n - 1] = np.sqrt(n)
    X[N - 2 + n, N - 1 + n] = X[N - 1 + n, N - 2 + n] = np.sqrt(n / 2)
    if n < N - 1:
        X[n - 1, n] = X[n, n - 1] = np.sqrt(n / 2)
levels, vectors = np.linalg.eigh(H)
filled = levels < 1e-6
dipole = vectors[:, filled].T @ X @ vectors[:, ~filled]
gaps = levels[~filled][None, :] - levels[filled][:, None]
matrix_sum = np.sum(dipole**2 / gaps)
n = np.arange(N - 1)
partial = np.sum((np.sqrt(n + 1) - np.sqrt(n))**3)
assert abs(matrix_sum / (partial / 4) - 1) < 1e-8
S = -6 * float(zeta(-0.5))
assert abs(partial + 0.25 / np.sqrt(N - 1) - S) < 1e-3

alpha = e**2 / (4 * np.pi * eps0 * kappa * hbar * velocity)
c = np.sqrt(2) * alpha * S
W_sea = W_gate / (1 + c * q**2 * W_gate)
sea_shift = 1600 * (pseudo(1600, W_sea) / pseudo(1600, W_gate) - 1)
assert abs(sea_shift / (9 * c * d) - 1) < 0.1

# ---------- worked example ----------
M = 25
V_main = pseudo(M, W_gate)
print(f"magnetic field B = {B:.1f} T, magnetic length l = {l_nm:.3f} nm")
print(f"hBN to gate = {d_nm:.1f} nm, hBN above = {top_nm:.1f} nm")
print(f"eps_par = {eps_par}, eps_perp = {eps_perp}, kappa = {kappa:.3f}")
print(f"stretch sqrt(eps_par/eps_perp) = {stretch:.4f}")
print(f"rescaled gate distance = {d_nm*stretch:.3f} nm = {d:.4f} l")
print(f"d^2 = {d**2:.4f} l^2, asymptotes cross at m = {d**2/2:.3f}")
print(f"Coulomb energy E_C = {E_C:.3f} meV")
print("m, rms distance (nm), V_m no gate, V_m gate, law (all meV), law/V_m")
for m in (1, 3, 5, 9, 15, 25, 45):
    vg = pseudo(m, W_gate)
    print(f"{m:3d} {2*np.sqrt(m+1)*l_nm:7.1f} {E_C*pseudo(m, W_free):8.4f}"
          f" {E_C*vg:8.4f} {E_C*law(m, d):8.4f} {law(m, d)/vg:7.4f}")
print(f"law at m = {M} in units of E_C: {law(M, d):.6f}")
print(f"V_{M} with gate = {E_C*V_main*1e-3*e/const.k:.3f} K (as energy/k_B)")
print(f"no-gate/gate ratio at m = {M}: {pseudo(M, W_free)/V_main:.2f}")
print(f"first correction coefficient 3/8 - 3d^2/4 = {first_corr:.4f}")
print(f"bound on shortfall at m = {M}: {75*d**2/(M-1.5):.2f} %")
print(f"decay exponent m=400 to 800: gate {slope_gate:.4f}, "
      f"no gate {slope_free:.4f}")
print(f"1 nm top hBN then vacuum, m=400: V/V_thick = {ratio_vac:.4f}, "
      f"1/kappa = {1/kappa:.4f}")
print("Neglected effects, one at a time, change of V_m in %:")
effects = [("vacuum above 60 nm hBN", W(q, d, up_vacuum, top)),
           ("second gate above 60 nm hBN", W(q, d, up_gate, top)),
           ("field penetration into graphite",
            W(q, d + penetration_nm * stretch / l_nm)),
           ("Dirac-sea polarization, small-q form", W_sea)]
for name, Wq in effects:
    shifts = [100 * (pseudo(m, Wq) / pseudo(m, W_gate) - 1)
              for m in (15, 25, 45)]
    print(f"  {name}: m=15 {shifts[0]:+.1f}, m=25 {shifts[1]:+.1f}, "
          f"m=45 {shifts[2]:+.1f}")
print(f"graphite penetration used = {penetration_nm} nm of hBN")
print(f"Dirac velocity = {velocity:.1e} m/s, alpha = {alpha:.4f}")
print(f"sum S = {S:.4f}, c = {c:.4f}, 9cd = {9*c*d:.3f}")
gap = np.sqrt(2) * hbar * velocity / (l_nm * 1e-9) / e * 1e3
print(f"Landau gap 0 to 1 = {gap:.2f} meV, mixing E_C/gap = {E_C/gap:.3f}")
kT = const.k * temperature / e * 1e3
print(f"k_B T at {temperature} K = {kT:.4f} meV, "
      f"k_B T/V_{M} = {kT/(E_C*V_main):.3f}")
density_m2 = filling * e * B / const.h
field = e * density_m2 / (eps0 * eps_perp) * 1e-8
print(f"density at filling 1/3 = {density_m2*1e-4:.3e} cm^-2")
print(f"gate field = {field:.4f} MV/cm, rough breakdown {breakdown} MV/cm,"
      f" ratio {field/breakdown:.4f}")
wkb = 2 * np.sqrt(2 * barrier_mass * const.m_e * barrier_eV * e) / hbar
wkb *= d_nm * 1e-9
print(f"tunnel barrier {barrier_eV} eV, mass {barrier_mass} m_e: "
      f"exponent {wkb:.1f}, factor {np.exp(-wkb):.1e}")
print("all good")
```

It prints:

```
magnetic field B = 10.0 T, magnetic length l = 8.113 nm
hBN to gate = 6.0 nm, hBN above = 60.0 nm
eps_par = 6.9, eps_perp = 3.5, kappa = 4.914
stretch sqrt(eps_par/eps_perp) = 1.4041
rescaled gate distance = 8.424 nm = 1.0384 l
d^2 = 1.0782 l^2, asymptotes cross at m = 0.539
Coulomb energy E_C = 36.117 meV
m, rms distance (nm), V_m no gate, V_m gate, law (all meV), law/V_m
  1    22.9  16.0039   4.9761   9.7357  1.9565
  3    32.5  10.0024   1.5240   1.8736  1.2295
  5    39.7   7.8769   0.7782   0.8708  1.1190
  9    51.3   5.9365   0.3407   0.3606  1.0582
 15    64.9   4.6240   0.1623   0.1676  1.0325
 25    82.7   3.5937   0.0765   0.0779  1.0186
 45   110.1   2.6845   0.0319   0.0323  1.0100
law at m = 25 in units of E_C: 0.002156
V_25 with gate = 0.887 K (as energy/k_B)
no-gate/gate ratio at m = 25: 47.00
first correction coefficient 3/8 - 3d^2/4 = -0.4337
bound on shortfall at m = 25: 3.44 %
decay exponent m=400 to 800: gate 1.4992, no gate 0.4998
1 nm top hBN then vacuum, m=400: V/V_thick = 0.2051, 1/kappa = 0.2035
Neglected effects, one at a time, change of V_m in %:
  vacuum above 60 nm hBN: m=15 +6.9, m=25 +11.7, m=45 +18.3
  second gate above 60 nm hBN: m=15 -14.5, m=25 -25.9, m=45 -45.8
  field penetration into graphite: m=15 +9.6, m=25 +9.9, m=45 +10.0
  Dirac-sea polarization, small-q form: m=15 +44.2, m=25 +31.8, m=45 +18.7
graphite penetration used = 0.3 nm of hBN
Dirac velocity = 1.0e+06 m/s, alpha = 0.4452
sum S = 1.2473, c = 0.7853, 9cd = 7.339
Landau gap 0 to 1 = 114.74 meV, mixing E_C/gap = 0.315
k_B T at 0.3 K = 0.0259 meV, k_B T/V_25 = 0.338
density at filling 1/3 = 8.060e+10 cm^-2
gate field = 0.0417 MV/cm, rough breakdown 5.0 MV/cm, ratio 0.0083
tunnel barrier 2.5 eV, mass 0.5 m_e: exponent 68.7, factor 1.4e-30
all good
```
